\section*{Recovering a positive D(c) from several diffusion profiles by regularized simulation}

\section{Result}

Let several single-phase binary couples share one interdiffusion coefficient $D(c)$. Write $D=e^{\theta(c)}$, simulate every measured profile, and choose $\theta$ by minimizing
\begin{equation}
\Phi=\frac{1}{\sigma^2}\sum_i\left(c_i^{\rm data}-c_i^{\rm model}\right)^2
+\mu\int_0^1\left(\frac{d^2\theta}{dc^2}\right)^2dc .
\label{objective}
\end{equation}
Here $\sigma$ is the standard deviation of the composition readings and $\mu$ sets the smoothing. The exponential makes $D$ positive, and no measured profile is differentiated. In the three-couple example below, the total relative error of $D$ is about 2.1\%. Direct Sauer--Freise differentiation of the same data, with slopes from local quadratic fits, gives 5.4\% with the best of three fixed windows; higher-order local fits, not tabulated below, narrow the gap without closing it (about 4.6\% for quartic fits over 11 to 13 readings). This ranking belongs to the stated model, noise and $\mu$: with too large a $\mu$ the fit is the worse method.

The assumptions are constant atomic volume, fixed temperature, an initial composition step, ends that diffusion has not reached, and independent Gaussian noise. The atomic fraction $c$ rises with $x$. In atomic units $D$ is measured in $\hbar/m_e$; the equations keep their form when lengths are in angstrom and times in seconds, as in the numbers below.

\section{One unknown, by hand}

Start from $\partial_t c=\partial_x(D\,\partial_xc)$ and seek $c(x,t)=c(\lambda)$ with $\lambda=x/\sqrt t$. Then $\partial_tc=-\lambda c'/(2t)$ and $\partial_x(D\partial_xc)=(Dc')'/t$, so
\begin{equation}
(Dc')'+\frac{\lambda}{2}c'=0 .
\label{similarity}
\end{equation}
For constant $D$ this reads $c''=-\lambda c'/(2D)$. With end values 0 and 1,
\begin{equation}
c=\frac12\left[1+\operatorname{erf}\frac{\lambda}{2\sqrt D}\right],\qquad
c'=\frac{e^{-\lambda^2/4D}}{2\sqrt{\pi D}} .
\end{equation}

\subsection{Direct differentiation}

Integrate (\ref{similarity}) from $-\infty$ to 0. Since $c'$ vanishes on the far left and $\lambda c$ vanishes at both limits, integration by parts gives
\begin{equation}
Dc'(0)=-\frac12\int_{-\infty}^0\lambda c'\,d\lambda
=\frac12\int_{-\infty}^0c\,d\lambda\equiv\frac{A_0}{2},
\qquad D=\frac{A_0}{2c'(0)} .
\end{equation}
As a check, $A_0=\sqrt{D/\pi}$ and $2c'(0)=1/\sqrt{\pi D}$, whose quotient is $D$.

Suppose $A_0$ is known and the slope comes from readings at $\pm h$. Differentiating $c''=-\lambda c'/(2D)$ at the origin gives $c'''(0)=-c'(0)/(2D)$. Taylor expansion then gives
\begin{equation}
\frac{c(h)-c(-h)}{2h}\simeq c'(0)+\frac{h^2}{6}c'''(0)
=c'(0)\left(1-\frac{h^2}{12D}\right).
\end{equation}
The slope is too small, so the estimated $D$ is too large by the fraction $h^2/(12D)$. The noise of the difference quotient is $\sigma/(\sqrt2h)$. Dividing by $c'(0)$ gives the relative spread $\sigma\sqrt{2\pi D}/h$. The squared total error is, to leading order,
\begin{equation}
\frac{h^4}{144D^2}+\frac{2\pi D\sigma^2}{h^2},
\end{equation}
and setting its derivative to zero gives $h^6=144\pi\sigma^2D^3$. For $\sigma=0.005$ this is $h\simeq0.47\sqrt D$, with bias 1.9\%, spread 2.6\% and total error 3.2\%.

\subsection{Simulation of the same two readings}

Now fit $\theta=\ln D$ to the readings at $\pm h$, with known origin but no knowledge of $A_0$. Put $u=\lambda/(2\sqrt D)$. Because $du/d\theta=-u/2$,
\begin{equation}
\frac{\partial c}{\partial\theta}=-\frac{u}{2\sqrt\pi}e^{-u^2}
=-\frac{\lambda}{4\sqrt{\pi D}}e^{-\lambda^2/4D}.
\end{equation}
The two readings have sensitivities of equal size $s$ and opposite sign. Linear least squares has variance $\sigma^2/(2s^2)$, hence
\begin{equation}
\operatorname{sd}(\hat\theta)\simeq\frac{2\sigma\sqrt{2\pi D}}{h}\,e^{h^2/4D}.
\end{equation}
At small $h$ this is twice the direct spread, because the direct method was given $A_0$ as extra information. But the fit has no finite-difference bias, so $h$ may grow. Minimizing $e^{h^2/4D}/h$ gives $h=\sqrt{2D}$ and a spread $2\sqrt{\pi e}\,\sigma\simeq2.9\%$. Further readings add their information, $1/\operatorname{var}\hat\theta=\sum_i(\partial c_i/\partial\theta)^2/\sigma^2$. The advantage of simulation is that distant readings can contribute without being treated as points on a short straight line.

\section{Three unknowns and the price of smoothing}

Suppose that three equally spaced compositions have independent estimates $y=(y_1,y_2,y_3)$ of $\ln D$, each with variance $\tau^2$. Let $v=(1,-2,1)$, so that $v\cdot\theta$ is the second difference and $v\cdot v=6$. Minimize
\begin{equation}
\frac{|y-\theta|^2}{\tau^2}+\mu(v\cdot\theta)^2 .
\end{equation}
The derivative vanishes when $\theta=y-\mu\tau^2(v\cdot\theta)v$. Taking the product with $v$ gives
\begin{equation}
v\cdot\theta=\frac{v\cdot y}{1+a},\qquad a=6\mu\tau^2,
\qquad \hat\theta=y-\frac{a}{1+a}\frac{v\cdot y}{6}v .
\end{equation}
For $y=(0,0,3)$ and $a=1$, the second difference is 3 and $\hat\theta=(-0.25,0.5,2.75)$, whose second difference is 1.5. The mean and the linear trend are untouched; curvature is halved.

Let $q=(v\cdot\theta_{\rm true})^2/6$. Two directions keep variance $\tau^2$, and the third has variance $\tau^2/(1+a)^2$ and squared bias $a^2q/(1+a)^2$. The summed mean-square error is
\begin{equation}
2\tau^2+\frac{\tau^2+a^2q}{(1+a)^2}.
\end{equation}
Its derivative is $2(aq-\tau^2)/(1+a)^3$, so the minimum is at $a=\tau^2/q$. Some smoothing reduces the total error, but beyond $a=\tau^2/q$ any further smoothing adds more squared bias than it removes variance. The best amount depends on the unknown curvature, so in practice it must be estimated from the data.

\section{The direct method for variable D}

For end compositions $c_L<c_R$, define $Y=(c-c_L)/(c_R-c_L)$. Equation (\ref{similarity}) is linear in the derivatives of $c$ once $D$ is regarded as a function of position, so $(DY')'=-\lambda Y'/2$. Define the areas
\begin{equation}
A=\int_{-\infty}^{\lambda}Y\,ds,\qquad B=\int_\lambda^\infty(1-Y)\,ds .
\end{equation}
Integration up to $\lambda$, followed by integration by parts, gives
\begin{equation}
DY'=-\frac12\int_{-\infty}^{\lambda}sY'\,ds=-\frac12(\lambda Y-A).
\label{leftflux}
\end{equation}
Similarly, the integral of $sY'$ from $\lambda$ to infinity is $\lambda(1-Y)+B$. Over the whole line the integral of $sY'$ vanishes, because the flux vanishes at both ends. Adding the two parts,
\begin{equation}
0=\lambda Y-A+\lambda(1-Y)+B,\qquad \lambda=A-B .
\end{equation}
Substitution into (\ref{leftflux}) gives the Sauer--Freise formula
\begin{equation}
D=\frac{(1-Y)A+YB}{2Y'} .
\label{sf}
\end{equation}
The areas and slope do not change when the position scale is shifted, so no origin is needed. In terms of $x$, the areas are integrals over $x$, the slope is $\partial_xY$, and the denominator is $2t\,\partial_xY$.

With $2m+1$ readings at spacing $h$, a local quadratic fit has the slope
\begin{equation}
\hat g=\frac{\sum_{k=-m}^{m}k\,c_k}{hS_2},\qquad
S_2=\sum_{k=-m}^{m}k^2=\frac{m(m+1)(2m+1)}3 .
\end{equation}
The constant and quadratic terms drop out by symmetry. Independent noise gives $\operatorname{var}\hat g=\sigma^2/(h^2S_2)$. The cubic Taylor term gives the leading bias
\begin{equation}
\frac{h^2c'''}{6}\frac{\sum k^4}{\sum k^2}
=\frac{h^2c'''}{30}(3m^2+3m-1).
\end{equation}
Widening the window therefore lowers the variance of the slope and raises the magnitude of its leading bias wherever $c'''\ne0$. The areas $A$ and $B$ are sums of noisy readings and add a further variance that the window does not reduce.

Near an end composition the slope is small, and a noisy slope may be zero or negative. For Gaussian noise the probability density at $\hat g=0$ is not zero, so $\int d\hat g/|\hat g|$ diverges there and $1/\hat g$ has no finite mean. Sample moments are useful summaries if slopes near zero are so improbable that they do not affect the sample. They are reported below for $m=2,3,5$. For $m=1$, 0.45\% of the slopes in $0.05<Y<0.95$ were not positive.

\section{The simulation method in general}

Expand $\theta(c)=\sum_k\theta_k\phi_k(c)$ in Legendre polynomials $\phi_k$ up to degree eight on $0\le c\le1$. Couple $j$ has an unknown position offset $b_j$, so a reading at $x$ is compared with the similarity profile at $(x-b_j)/\sqrt{t_j}$. The parameter vector $p$ contains nine coefficients and one offset per couple.

On a $\lambda$ grid of spacing $d$, let $D_{i+1/2}$ be $D$ at the mean of neighbouring compositions. The discrete form of (\ref{similarity}) is
\begin{align}
R_i={}&\frac{D_{i+1/2}(c_{i+1}-c_i)-D_{i-1/2}(c_i-c_{i-1})}{d^2}\nonumber\\
&+\frac{\lambda_i}{4d}(c_{i+1}-c_{i-1})=0 .
\end{align}
A few iterations with $D$ frozen at the previous profile supply a start for Newton's method. Since $R(c,\theta)=0$ continues to hold when a coefficient changes,
\begin{equation}
\sum_l\frac{\partial R_i}{\partial c_l}\frac{\partial c_l}{\partial\theta_k}
=-\frac{\partial R_i}{\partial\theta_k} .
\end{equation}
The right side follows from $\partial D/\partial\theta_k=D\phi_k$. The matrix is the tridiagonal one already used by Newton's method, so all sensitivities come from one further solve with several right-hand sides. The offset sensitivity is $\partial c/\partial b_j=-c'/\sqrt{t_j}$.

Collect the sensitivities in $J$, write $r$ for data minus model, and write the penalty as $\mu p^{T}Kp$, where $K$ has zero entries for the offsets. Linearizing the model changes $r$ to $r-J\delta p$. Setting the derivative of $\Phi$ to zero gives the Gauss--Newton step
\begin{equation}
(G+\mu K)\,\delta p=\frac{J^{T}r}{\sigma^2}-\mu Kp,
\qquad G=\frac{J^{T}J}{\sigma^2}.
\end{equation}
The step is shortened if it fails to lower $\Phi$, and the procedure is repeated until $\theta$ settles.

\subsection{Bias and covariance}

Let the data be the true model plus noise $\varepsilon$, and let $\hat p=p_0+\delta$. To first order $r=\varepsilon-J\delta$. The stationarity condition $J^Tr/\sigma^2=\mu K\hat p$ becomes
\begin{equation}
(G+\mu K)\delta=\frac{J^T\varepsilon}{\sigma^2}-\mu Kp_0 .
\end{equation}
Put $H=G+\mu K$. Since $\varepsilon$ has zero mean and covariance $\sigma^2I$,
\begin{equation}
\langle\delta\rangle=-\mu H^{-1}Kp_0,\qquad
\operatorname{cov}\delta=H^{-1}GH^{-1}.
\label{theory}
\end{equation}
For small errors, $\delta D/D\simeq\delta\theta$. These formulas omit the error of representing $D$ by a finite series and any fault of the diffusion model. In the limit of large $\mu$, $\theta$ becomes linear in $c$ and $D$ a single exponential. In the limit $\mu\to0$ the fit is ordinary least squares in the chosen series, provided the data determine all its parameters.

\subsection{Choosing the smoothing}

For a linear least-squares fit with a fixed quadratic penalty write $\hat y=Sy$. If reading $i$ is replaced by the prediction $\hat y_i^{(-i)}$ made without it, that fit is unchanged. Restoring the reading changes the prediction by $S_{ii}(y_i-\hat y_i^{(-i)})$, so
\begin{equation}
y_i-\hat y_i^{(-i)}=\frac{y_i-\hat y_i}{1-S_{ii}} .
\end{equation}
Generalized cross-validation replaces each $S_{ii}$ by its mean $\nu/n$, where $\nu=\operatorname{tr}(H^{-1}G)$ is the effective number of parameters. The mean squared prediction error becomes
\begin{equation}
\frac1n\sum_i\frac{r_i^2}{(1-\nu/n)^2}=\frac{n\sum_ir_i^2}{(n-\nu)^2}.
\end{equation}
Here $r$ is divided by $\sigma$. For the nonlinear profile model the score uses the linearization at each fitted solution.

\section{Three couples}

Take $T=1200$ K, $k_BT=0.10341$ eV, and
\begin{equation}
D=10^{15}\exp\left[-\frac{2.50-0.15c+0.08\sin^2(\pi c)}{k_BT}\right]
\ \text{\AA}^2/\text{s},
\end{equation}
with the numerator in eV. At $c=0.5$ the energy is $2.50-0.075+0.08=2.505$ eV. Division by $k_BT$ gives 24.22, and $D=3.02\times10^4$ \AA$^2$/s.

The couples $0|1$, $0|0.6$ and $0.4|1$ are held for 10000, 22500 and 40000 s. Each scan has 96 readings with noise 0.005. The data come from a time-dependent solver, separate from the similarity solver used in the fit. The two solvers differ by at most $5.2\times10^{-5}$ in composition, about 1\% of the noise. Applied to the finely resolved noiseless profiles, (\ref{sf}) returns $D$ within 0.04\% at those of the five compositions listed below that each couple covers. The direct errors on the coarse noisy scans are thus not a failure of the formula itself.

On one pilot data set, cross-validation selects $\mu=0.1$ from 1, 0.1, 0.01 and 0.001, with 8.6 effective parameters. The scores at 0.1 and 0.001 are 0.9968 and 0.9973, so the preference is weak. The pilot fit gives $D(0.5)=3.02\times10^4$ \AA$^2$/s, or $2.6\times10^{-12}$ in atomic units. At $c=0.9$ it gives $1.053\times10^5$ against the true $1.085\times10^5$ \AA$^2$/s, an error of about $-3\%$. One close value is not a measure of accuracy, so the noise was redrawn 50 times with $\mu=0.1$ held fixed. The quoted spread therefore excludes variation from choosing $\mu$ anew; in the linearized model, choosing among the four values for each data set raises the total error from 2.1\% to about 2.3\%.

Direct estimates from different couples are averaged with inverse-variance weights computed from the noiseless profiles. These weights minimize the predicted spread, not the bias; in a real experiment they would have to be estimated from the data. The root-mean-square errors over $c=0.1,0.3,0.5,0.7,0.9$, relative to the true $D$, are:

\begin{center}
\begin{tabular}{lccc}
Method & Bias (\%) & Spread (\%) & Total (\%)\\
Fit, $\mu=10^{-4}$ & 0.3 & 2.8 & 2.8\\
Fit, $\mu=0.1$ & 0.5 & 2.1 & 2.1\\
Fit, $\mu=10$ & 9.3 & 1.4 & 9.4\\
Direct, $m=2$ & 2.3 & 4.9 & 5.4\\
Direct, $m=3$ & 4.6 & 3.2 & 5.6\\
Direct, $m=5$ & 10.1 & 2.1 & 10.3
\end{tabular}
\end{center}

With 50 repeats the totals are uncertain by a few tenths of a percent, so $m=2$ and $m=3$ are not distinguished. The widest direct window has the same spread as the chosen fit, part of it from noise in the areas, but about twenty times its bias. The difference is thus not simply one of noise suppression. At $c=0.5$ the fit and the direct method with $m=3$ both have a spread near 1.7\%, while their biases are 0.6\% and 9.1\%. The latter comes mainly from the first couple, which the weights favour: the noiseless direct biases of the three couples there are about 11\%, $-0.6$\% and 3.6\%, near the 12\%, $-1.4$\% and 3.0\% given by the cubic term of the slope bias. At $c=0.9$ the fit also reduces the spread, from 5.6\% to 2.4\%. Even if the best of the three windows is picked at each composition with knowledge of the truth, the direct total error is 4.2\%.

The small fit bias needs care: 50 repeats leave an uncertainty of about $2.1/\sqrt{50}=0.3\%$ in a mean. Noiseless fits resolve it better. At $c=0.9$ and $\mu=0.1$ the nonlinear fit shifts $\ln D$ by $-0.0051$, and (\ref{theory}) predicts $-0.0050$. The predicted fit spread is 2.1\%, as observed.

At the same $\mu$, the linear theory predicts a total error of 2.9\% from the first couple alone and 2.1\% from all three. The gain is less than the factor $\sqrt3$ that three equally informative couples would give if the smoothing were negligible. The pilot offset of the first couple is 890 \AA{} against the true 1000 \AA, within its predicted spread of 123 \AA. The remaining values are in the numerical output.

\section{Real couples and limits of validity}

The energies and prefactor are round model parameters of a plausible order for substitutional diffusion in a solid, not those of a named alloy. The scan steps, 4000 to 8000 \AA, are finer than the roughly 10000 \AA{} resolution of a conventional electron microprobe, so instrumental blur would matter. For constant $D$, the profile derivative is a Gaussian of variance $2Dt$ in $x$. A Gaussian blur of standard deviation $w$ adds $w^2$, and the apparent coefficient becomes $D+w^2/(2t)$. With $w=4000$ \AA{} and $t=10000$ s the addition is 800 \AA$^2$/s, or 2.7\% of $3.0\times10^4$ \AA$^2$/s. When $D$ varies with composition this is only an order-of-magnitude estimate, and the actual shift depends strongly on $c$; the estimate is comparable with the fit's total error above. A known blur can be applied to the simulated profile before comparison; omitting it biases both methods.

If diffusion reaches an end of the specimen, or the initial profile is not a step, (\ref{similarity}) and (\ref{sf}) fail. The objective (\ref{objective}) can still be used with a time-dependent simulation having the correct initial and boundary conditions. A new phase or a composition jump requires a moving-interface model instead of one smooth $D(c)$. Variable atomic volume changes the transport equation and the direct formula. Finally, near a composition that the profiles barely sample, the fitted $D$ is set largely by the smoothing penalty and the series. It remains positive there, but positivity is no evidence that it has been measured.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 1200 K, kT 0.10341 eV
composition noise 0.005, points per scan 96
couple 0.0|1.0: time 10000 s, scan step 4000 angstrom
  offset true 1000, fitted 890, predicted spread 123 angstrom
couple 0.0|0.6: time 22500 s, scan step 6000 angstrom
  offset true -2000, fitted -1884, predicted spread 252 angstrom
couple 0.4|1.0: time 40000 s, scan step 8000 angstrom
  offset true 3000, fitted 2968, predicted spread 402 angstrom
largest c gap, time vs similarity solver 5.2e-05
largest noiseless fine-grid direct error 0.036 %
mu 1: GCV score 1.01685, effective parameters 7.18
mu 0.1: GCV score 0.99683, effective parameters 8.61
mu 0.01: GCV score 0.99917, effective parameters 9.85
mu 0.001: GCV score 0.99726, effective parameters 10.88
chosen mu 0.1
pilot: c, true D, fitted D (angstrom^2/s)
  0.1  3.3992e+04  3.4341e+04
  0.3  2.9481e+04  3.0451e+04
  0.5  3.0162e+04  3.0157e+04
  0.7  5.2667e+04  5.2539e+04
  0.9  1.0848e+05  1.0528e+05
pilot D(0.5) in atomic units 2.605e-12
mu=0.1 bias of ln D: c, nonlinear fit, linear formula
  0.1  -0.00454  -0.00446
  0.3  +0.00426  +0.00423
  0.5  +0.00357  +0.00356
  0.7  +0.00485  +0.00482
  0.9  -0.00505  -0.00501
noise repeats 50; errors below in % of true D
c, fit bias, fit spread, direct m=3 bias, direct m=3 spread
  0.1   -0.34   +2.71   -1.47   +2.86
  0.3   +0.53   +1.86   +3.53   +1.86
  0.5   +0.61   +1.71   +9.09   +1.75
  0.7   +0.54   +1.52   -2.03   +2.21
  0.9   -0.60   +2.37   -1.98   +5.63
rms over the five compositions: bias, spread, total error (%)
  fit mu=0.0001: 0.29 2.80 2.79
  fit mu=0.1: 0.53 2.08 2.13
  fit mu=10: 9.33 1.36 9.43
  direct m=2: 2.33 4.92 5.40
  direct m=3: 4.59 3.20 5.58
  direct m=5: 10.12 2.11 10.34
direct, best window at each c: total 4.16 %
predicted spread: fit 2.06 %, direct m=5 2.16 %
predicted total: first couple 2.85 %, three couples 2.10 %
m=1 nonpositive slopes 0.45 % (0.05<Y<0.95)
\end{verbatim}
